# Why a Squared Two-Component Spinor Is Not the Dirac Electron Density: verification in Python

```python
"""
Result under test: for the 1s state of a hydrogen-like ion the exactly decoupled
two-component spinor phi has the exact Dirac energy, but |phi|^2 is not the Dirac
density. The Dirac density follows from phi only with the transformed operator
    R (delta_r + X^T delta_r X) R,   R = (1 + X^T X)^(-1/2),
where X maps the large component of electronic states to the small component.

Atomic units; rest energy subtracted; point nucleus of charge Z; kappa = -1.
P, Q    : radial large and small components (density P^2 + Q^2 per unit radius)
c       : speed of light;  g = sqrt(1 - (Z/c)^2)
Basis   : r exp(-zeta r^2) for P and r^2 exp(-zeta r^2) for Q (kinetic balance)
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.linalg import cholesky, eigh, solve_triangular
from scipy.optimize import brentq
from scipy.special import gamma, gammainc

c = 1.0 / constants.fine_structure
bohr_pm = constants.physical_constants["Bohr radius"][0] * 1e12


def gauss_moment(n, a):
    """Integral of r^n exp(-a r^2) from zero to infinity."""
    return 0.5 * gamma((n + 1) / 2) * a ** (-(n + 1) / 2)


class DecoupledIon:
    """Dirac matrix, exact decoupling and two-component ground state."""

    def __init__(self, Z, step, count, start):
        self.zeta = start * Z**2 * step ** np.arange(count)
        pair = self.zeta[:, None] + self.zeta[None, :]
        self.norm_L = gauss_moment(2, 2 * self.zeta) ** -0.5
        self.norm_S = gauss_moment(4, 2 * self.zeta) ** -0.5
        LL = np.outer(self.norm_L, self.norm_L)
        SS = np.outer(self.norm_S, self.norm_S)
        one = np.eye(count)
        # rows of orth_L and orth_S hold orthonormal combinations
        self.orth_L = solve_triangular(
            cholesky(LL * gauss_moment(2, pair), lower=True), one, lower=True)
        self.orth_S = solve_triangular(
            cholesky(SS * gauss_moment(4, pair), lower=True), one, lower=True)
        self.inv_r_L = self.orth_L @ (LL * gauss_moment(1, pair)) @ self.orth_L.T
        self.inv_r_S = self.orth_S @ (SS * gauss_moment(3, pair)) @ self.orth_S.T
        # c (d/dr - 1/r) acting on r exp(-zeta r^2)
        deriv = (-2 * c * np.outer(self.norm_S, self.norm_L * self.zeta)
                 * gauss_moment(4, pair))
        coupling = self.orth_S @ deriv @ self.orth_L.T
        H = np.block([[-Z * self.inv_r_L, coupling.T],
                      [coupling, -Z * self.inv_r_S - 2 * c**2 * one]])
        H = 0.5 * (H + H.T)
        energies, vectors = eigh(H)
        # electronic and positronic states must be separated by the gap
        assert energies[count - 1] < -1.5 * c**2 < -c**2 < energies[count]
        large, small = vectors[:count, count:], vectors[count:, count:]
        X = np.linalg.solve(large.T, small.T).T
        weights, modes = eigh(one + X.T @ X)
        R = (modes * weights**-0.5) @ modes.T
        back = np.vstack([R, X @ R])
        h_two = back.T @ H @ back
        levels, spinors = eigh(0.5 * (h_two + h_two.T))
        self.energy = levels[0]
        self.phi = spinors[:, 0]
        four = back @ self.phi
        self.coef_L, self.coef_S = four[:count], four[count:]

    def large_functions(self, r):
        r = np.atleast_1d(r)
        raw = self.norm_L[:, None] * r * np.exp(-np.outer(self.zeta, r**2))
        return self.orth_L @ raw

    def small_functions(self, r):
        r = np.atleast_1d(r)
        raw = self.norm_S[:, None] * r**2 * np.exp(-np.outer(self.zeta, r**2))
        return self.orth_S @ raw

    def bare_density(self, r):
        """Radial density from the squared modulus of phi."""
        return (self.phi @ self.large_functions(r)) ** 2

    def back_transformed(self, r):
        """Large and small radial densities from the transformed operator."""
        return ((self.coef_L @ self.large_functions(r)) ** 2,
                (self.coef_S @ self.small_functions(r)) ** 2)


def dirac_density(Z, r):
    """Analytic 1s radial density of the Dirac picture."""
    g = np.sqrt(1 - (Z / c) ** 2)
    return ((2 * Z) ** (2 * g + 1) * r ** (2 * g) * np.exp(-2 * Z * r)
            / gamma(2 * g + 1))


def density_errors(ion, Z, r):
    """Relative error of the back-transformed density in a finite basis."""
    return np.abs(sum(ion.back_transformed(r)) / dirac_density(Z, r) - 1)


def weak_field_difference(Z, r):
    """Leading relative excess of |phi|^2 over the Dirac density."""
    return (Z / c) ** 2 * (1 / (2 * Z * r) - 0.5)


# ---------- hydrogen-like mercury ----------
Z = 80
g = np.sqrt(1 - (Z / c) ** 2)
exact_energy = c**2 * (g - 1)
small_share = (1 - g) / 2
ion = DecoupledIon(Z, 2.0, 38, 0.02)
radii = np.array([2e-4, 5e-4, 1e-3, 2e-3, 5e-3, 1e-2, 2e-2, 5e-2])
exact = dirac_density(Z, radii)
bare = ion.bare_density(radii)
ratio = bare / exact

# exact energy, density and constant small share from the two-component state
assert abs(ion.energy / exact_energy - 1) < 1e-6
density_error = np.max(density_errors(ion, Z, radii))
assert density_error < 1e-3
dens_L, dens_S = ion.back_transformed(radii)
share_numeric = dens_S / (dens_L + dens_S)
assert np.max(np.abs(share_numeric / small_share - 1)) < 2e-3

# the squared modulus must be converged with respect to the basis
other = DecoupledIon(Z, 1.8, 44, 0.015)
basis_change = np.max(np.abs(other.bare_density(radii) / bare - 1))
assert basis_change < 2e-3

# norm and bare 1/r by quadrature on a logarithmic grid
u = np.linspace(np.log(1e-9), 0.0, 6001)
grid = np.exp(u)
bare_grid = ion.bare_density(grid)
norm_phi = simpson(bare_grid * grid, x=u)
inv_r_bare = simpson(bare_grid, x=u)
assert abs(norm_phi - 1) < 1e-6
assert abs(inv_r_bare / (ion.phi @ ion.inv_r_L @ ion.phi) - 1) < 1e-5

# the transformed 1/r gives the analytic Dirac value, the bare one does not
inv_r_exact = Z / g
inv_r_transformed = (ion.coef_L @ ion.inv_r_L @ ion.coef_L
                     + ion.coef_S @ ion.inv_r_S @ ion.coef_S)
assert abs(inv_r_transformed / inv_r_exact - 1) < 1e-5
assert inv_r_bare > 1.01 * inv_r_exact

# excess near the nucleus, deficit outside, one crossing in the studied range
assert ratio[2] > 1.05 and ratio[-1] < 0.95
scan = np.geomspace(radii[0], radii[-1], 400)
excess = ion.bare_density(scan) - dirac_density(Z, scan)
assert np.count_nonzero(np.diff(np.sign(excess))) == 1
crossing = brentq(
    lambda r: ion.bare_density(r)[0] / dirac_density(Z, r) - 1, 1e-3, 5e-2)

# probability inside a small sphere
r_in = 1e-3
inside_exact = gammainc(2 * g + 1, 2 * Z * r_in)
inside_quad = quad(lambda r: dirac_density(Z, r), 0, r_in)[0]
assert abs(inside_quad / inside_exact - 1) < 1e-6
inside_bare = quad(lambda r: ion.bare_density(r)[0], 0, r_in)[0]

# ---------- weak-field law at small nuclear charge ----------
# The effect is a few parts in ten thousand, so the basis must be dense enough
# to give the density itself much more accurately than that.
Z_light = 5
r_light = np.array([0.5, 2.0, 3.0]) / Z_light
coarse = DecoupledIon(Z_light, 2.0, 38, 0.02)
dense = DecoupledIon(Z_light, 1.7, 44, 0.015)
coarse_error = np.max(density_errors(coarse, Z_light, r_light))
dense_error = np.max(density_errors(dense, Z_light, r_light))
diff_light = dense.bare_density(r_light) / dirac_density(Z_light, r_light) - 1
law_light = weak_field_difference(Z_light, r_light)
assert np.max(np.abs(diff_light / law_light - 1)) < 0.05

# ---------- output ----------
print("Hydrogen-like mercury, 1s, point nucleus")
print(f"nuclear charge Z = {Z}")
print(f"speed of light c = {c:.6f} a.u.")
print(f"Z/c = {Z / c:.6f}")
print(f"gamma = {g:.6f}")
print(f"1/c = {1 / c:.6f} bohr;  1/Z = {1 / Z:.6f} bohr")
print(f"Dirac energy, analytic = {exact_energy:.3f} hartree")
print(f"two-component energy, numerical = {ion.energy:.3f} hartree")
print(f"small-component share of density = {small_share:.5f}")
print(f"same share, numerical, at {radii[2]:.4f} bohr = {share_numeric[2]:.5f}")
print("Radial densities in 1/bohr; r in bohr")
print("r        Dirac      |phi|^2    ratio   weak-field ratio")
for r, d, b, q in zip(radii, exact, bare, ratio):
    print(f"{r:.4f}  {d:9.5f}  {b:9.5f}  {q:6.3f}  "
          f"{1 + weak_field_difference(Z, r):7.3f}")
print(f"largest relative error of back-transformed density = {density_error:.1e}")
print(f"largest relative basis change of |phi|^2 = {basis_change:.1e}")
print(f"norm of phi by quadrature = {norm_phi:.7f}")
print(f"crossing radius = {crossing:.5f} bohr = {crossing * bohr_pm:.3f} pm")
print(f"probability inside {r_in:.4f} bohr, Dirac = {inside_exact:.4e}")
print(f"probability inside {r_in:.4f} bohr, |phi|^2 = {inside_bare:.4e}")
print(f"ratio of these probabilities = {inside_bare / inside_exact:.3f}")
print(f"<1/r> Dirac, analytic = {inv_r_exact:.3f} 1/bohr")
print(f"<1/r> transformed operator = {inv_r_transformed:.3f} 1/bohr")
print(f"<1/r> bare operator with phi = {inv_r_bare:.3f} 1/bohr")
print(f"relative error of bare <1/r> = {100 * (inv_r_bare / inv_r_exact - 1):.2f} %")
print(f"Weak-field test at Z = {Z_light}: relative excess of |phi|^2")
for r, d, w in zip(r_light, diff_light, law_light):
    print(f"r = {r:.2f} bohr: numerical {d:.3e}, law {w:.3e}")
print(f"density error there, exponent ratio 2.0 = {coarse_error:.1e}")
print(f"density error there, exponent ratio 1.7 = {dense_error:.1e}")
print("all tests passed")
```

Output:

```
Hydrogen-like mercury, 1s, point nucleus
nuclear charge Z = 80
speed of light c = 137.035999 a.u.
Z/c = 0.583788
gamma = 0.811906
1/c = 0.007297 bohr;  1/Z = 0.012500 bohr
Dirac energy, analytic = -3532.192 hartree
two-component energy, numerical = -3532.192 hartree
small-component share of density = 0.09405
same share, numerical, at 0.0010 bohr = 0.09405
Radial densities in 1/bohr; r in bohr
r        Dirac      |phi|^2    ratio   weak-field ratio
0.0002    0.39794    0.96409   2.423   11.480
0.0005    1.67940    3.22489   1.920    5.090
0.0010    4.77779    7.77206   1.627    2.960
0.0020   12.54747   17.46626   1.392    1.895
0.0050   34.37751   39.73645   1.156    1.256
0.0100   47.60527   48.82381   1.026    1.043
0.0200   29.62102   27.63673   0.933    0.936
0.0500    1.07936    0.93008   0.862    0.872
largest relative error of back-transformed density = 5.4e-05
largest relative basis change of |phi|^2 = 3.8e-05
norm of phi by quadrature = 1.0000000
crossing radius = 0.01181 bohr = 0.625 pm
probability inside 0.0010 bohr, Dirac = 1.9042e-03
probability inside 0.0010 bohr, |phi|^2 = 3.4214e-03
ratio of these probabilities = 1.797
<1/r> Dirac, analytic = 98.534 1/bohr
<1/r> transformed operator = 98.534 1/bohr
<1/r> bare operator with phi = 110.169 1/bohr
relative error of bare <1/r> = 11.81 %
Weak-field test at Z = 5: relative excess of |phi|^2
r = 0.10 bohr: numerical 6.672e-04, law 6.656e-04
r = 0.40 bohr: numerical -3.328e-04, law -3.328e-04
r = 0.60 bohr: numerical -4.441e-04, law -4.438e-04
density error there, exponent ratio 2.0 = 2.7e-05
density error there, exponent ratio 1.7 = 2.3e-07
all tests passed
```
